# First-Order Valence Spin-Orbit Splitting in Zincblende Crystals from Atomic Splittings: test program

```python
"""
Result under test: in a zincblende crystal at the zone centre (Gamma), the
valence p triplet is split by on-site spin-orbit coupling, to first order, by
    Delta = w_a*Delta_a + w_c*Delta_c .
w_a, w_c         : anion and cation p populations of the valence triplet
Delta_a, Delta_c : J=3/2 minus J=1/2 splittings of the atomic p shells (eV)
E_a, E_c, V      : on-site p energies and their coupling at Gamma (eV)
G                : separation of the two p triplets without spin-orbit (eV)
Also tested: the second-order term, a d-shell term and an intersite term.
Orbital order: s, x, y, z on the anion, then the same on the cation.
"""
import numpy as np
import sympy as sp
from scipy import constants

X = sp.symbols("x y z")
PAULI = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]


def sphere_average(expression):
    """Average of a polynomial in x, y, z over the unit sphere."""
    total = 0
    for powers, coefficient in sp.Poly(sp.expand(expression), *X).terms():
        if all(n % 2 == 0 for n in powers):
            top = sp.prod([sp.factorial2(n - 1) for n in powers])
            total += coefficient * top / sp.factorial2(sum(powers) + 1)
    return float(total)


def angular_momentum(shapes):
    """Matrices of L = -i r x grad; a radial factor is untouched by L."""
    norms = [np.sqrt(sphere_average(f * f)) for f in shapes]
    matrices = []
    for i in range(3):
        j, k = (i + 1) % 3, (i + 2) % 3
        m = np.zeros((len(shapes), len(shapes)), complex)
        for col, f in enumerate(shapes):
            rotated = X[j] * sp.diff(f, X[k]) - X[k] * sp.diff(f, X[j])
            for row, g in enumerate(shapes):
                m[row, col] = (-1j * sphere_average(g * rotated)
                               / (norms[row] * norms[col]))
        matrices.append(m)
    return matrices


def l_dot_s(l_matrices):
    return sum(np.kron(l, s / 2) for l, s in zip(l_matrices, PAULI))


x, y, z = X
L_P = angular_momentum([x, y, z])
L_D = angular_momentum([y * z, z * x, x * y, x**2 - y**2,
                        2 * z**2 - x**2 - y**2])
LS_P, LS_D = l_dot_s(L_P), l_dot_s(L_D)

# Atomic shells: p splits by 3/2 zeta, d by 5/2 zeta; in t2, L acts as -l.
assert np.allclose(np.linalg.eigvalsh(LS_P), [-1] * 2 + [0.5] * 4)
assert np.allclose(np.linalg.eigvalsh(LS_D), [-1.5] * 4 + [1] * 6)
for lp, ld in zip(L_P, L_D):
    assert np.allclose(ld[:3, :3], -lp)

# Rough, round parameters in the regime of gallium arsenide (eV)
E_a, E_c = 1.0, 3.6
PP_SIGMA, PP_PI = 3.0, -0.75
ES_A, ES_C, SS, SP, PS = -8.3, -2.7, -1.6, 2.2, 2.6
D_A, D_C = 0.42, 0.17
BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])


def hop(direction):
    """Two-centre s,p coupling block for one neighbour."""
    u = np.array(direction, float) / np.linalg.norm(direction)
    block = np.zeros((4, 4))
    block[0, 0] = SS
    block[0, 1:] = SP * u
    block[1:, 0] = -PS * u
    block[1:, 1:] = (PP_SIGMA - PP_PI) * np.outer(u, u) + PP_PI * np.eye(3)
    return block


def bloch_hamiltonian(k):
    """Spinless Hamiltonian; k in units of 2 pi / cubic lattice constant."""
    coupling = sum(np.exp(0.5j * np.pi * np.dot(k, b)) * hop(b)
                   for b in BONDS)
    h = np.diag([ES_A] + [E_a] * 3 + [ES_C] + [E_c] * 3).astype(complex)
    h[:4, 4:] = coupling
    h[4:, :4] = coupling.conj().T
    return h


def spin_orbit(delta_a, delta_c, delta_x=0.0):
    """On-site p coupling, plus an optional intersite p-p coupling."""
    strength = 2 / 3 * np.array([[delta_a, delta_x], [delta_x, delta_c]])
    full = []
    for l in L_P:
        padded = np.zeros((4, 4), complex)
        padded[1:, 1:] = l
        full.append(np.kron(strength, padded))
    return l_dot_s(full)


def levels(delta_a, delta_c, delta_x=0.0):
    h = np.kron(bloch_hamiltonian([0, 0, 0]), np.eye(2))
    return np.linalg.eigvalsh(h + spin_orbit(delta_a, delta_c, delta_x))


def valence_splitting(*deltas):
    e = levels(*deltas)
    return e[4:8].mean() - e[2:4].mean()


def anion_population(coupling):
    half = (E_c - E_a) / 2
    return 0.5 * (1 + half / np.hypot(half, coupling))


# Zone-centre structure: s and p decouple, p-p coupling is V times identity.
V = 4 / 3 * (PP_SIGMA + 2 * PP_PI)
H0 = bloch_hamiltonian([0, 0, 0])
assert np.allclose(H0[0, 5:], 0) and np.allclose(H0[1:4, 4], 0)
assert np.allclose(H0[1:4, 5:], V * np.eye(3))
assert np.abs(bloch_hamiltonian([0.1, 0, 0])[0, 5:]).max() > 0.1
second = [v for v in np.ndindex(3, 3, 3)
          if np.sum((np.array(v) - 1)**2) == 2]
same_species = sum(hop(np.array(v) - 1) for v in second)
assert len(second) == 12
assert np.allclose(same_species, np.diag(np.diag(same_species)))
assert np.allclose(np.diag(same_species)[1:], same_species[1, 1])

# Populations and triplet separation: formula against eigenvectors.
w_a = anion_population(V)
w_c = 1 - w_a
G = 2 * np.hypot((E_c - E_a) / 2, V)
e0, vectors = np.linalg.eigh(H0)
triplet = vectors[:, 1:4]
assert np.isclose(np.sum(np.abs(triplet[1:4])**2) / 3, w_a)
assert np.isclose(np.sum(np.abs(triplet[5:8])**2) / 3, w_c)
assert np.isclose(e0[5:8].mean() - e0[1:4].mean(), G)
assert np.isclose(e0[1:4].mean(), (E_a + E_c - G) / 2)


def first_order(delta_a, delta_c):
    return w_a * delta_a + w_c * delta_c


def second_order(delta_a, delta_c):
    return w_a * w_c * (delta_a - delta_c)**2 / (3 * G)


# First order: eigenvalues of the spin-orbit operator inside the triplet.
delta_1 = first_order(D_A, D_C)
basis = np.kron(triplet, np.eye(2))
projected = np.linalg.eigvalsh(basis.conj().T @ spin_orbit(D_A, D_C) @ basis)
assert np.allclose(projected, [-2 * delta_1 / 3] * 2 + [delta_1 / 3] * 4)

# Full diagonalization: degeneracies, exact sum rule, remainder scaling.
full_levels = levels(D_A, D_C)
delta_full = valence_splitting(D_A, D_C)
assert np.ptp(full_levels[4:8]) < 1e-10 and np.ptp(full_levels[2:4]) < 1e-10
conduction = full_levels[12:].mean() - full_levels[10:12].mean()
assert np.isclose(delta_full + conduction, D_A + D_C, atol=1e-10)
rest_1, rest_2 = [], []
for scale in (0.2, 0.1):
    pair = (scale * D_A, scale * D_C)
    rest_1.append(valence_splitting(*pair) - first_order(*pair))
    rest_2.append(rest_1[-1] - second_order(*pair))
ratio_1, ratio_2 = rest_1[0] / rest_1[1], rest_2[0] / rest_2[1]
assert abs(ratio_1 - 4) < 0.1     # remainder after first order: quadratic
assert abs(ratio_2 - 8) < 0.3     # remainder after second order: cubic

# Intersite spin-orbit term; c_a*c_c is negative for positive V.
D_X = 0.005
intersite = -2 * V / G * D_X
small = 1e-4
numeric = (valence_splitting(small * D_A, small * D_C, small * D_X)
           - valence_splitting(small * D_A, small * D_C)) / small
assert abs(numeric - intersite) < 1e-6


def with_d_shell(e_d, coupling, delta_d, scale):
    """p(anion), p(cation), d(cation): populations and scaled splitting."""
    h = np.diag([E_a] * 3 + [E_c] * 3 + [e_d] * 5).astype(complex)
    for i in range(3):
        h[i, 3 + i] = h[3 + i, i] = V
        h[i, 6 + i] = h[6 + i, i] = coupling
    _, vec = np.linalg.eigh(h)
    weight = np.sum(np.abs(vec[:, 5:8])**2, axis=1) / 3
    populations = weight[:3].sum(), weight[3:6].sum(), weight[6:].sum()
    so = np.zeros((22, 22), complex)
    so[:6, :6] = 2 / 3 * D_A * LS_P
    so[6:12, 6:12] = 2 / 3 * D_C * LS_P
    so[12:, 12:] = 2 / 5 * delta_d * LS_D
    e = np.linalg.eigvalsh(np.kron(h, np.eye(2)) + scale * so)
    return populations, (e[12:16].mean() - e[10:12].mean()) / scale


# d term: deep shell of the example, and a shallow shell with strong mixing.
E_D, V_PD, D_D = -18.0, 1.5, 0.45
d_results = []
for e_d in (E_D, -2.0):
    (pa, pc, pd), numeric = with_d_shell(e_d, V_PD, D_D, 1e-5)
    formula = pa * D_A + pc * D_C - 0.6 * pd * D_D
    assert abs(numeric - formula) < 1e-5
    d_results.append((pd, formula))
assert d_results[1][0] > 0.05

# Sizes of other neglected effects
stretch = 0.002
V_stretched = V * (1 + stretch)**-2     # assumed inverse-square bond law
thermal_shift = (anion_population(V_stretched) - w_a) * (D_A - D_C)
kT = constants.k * 300 / constants.e
HEAVY = (1.0, 0.02)
heavy_1, heavy_full = first_order(*HEAVY), valence_splitting(*HEAVY)
assert abs(heavy_full - heavy_1 - second_order(*HEAVY)) < 0.2 * (
    heavy_full - heavy_1)

print(f"Anion p energy E_a = {E_a:.2f} eV")
print(f"Cation p energy E_c = {E_c:.2f} eV")
print(f"V_pp_sigma = {PP_SIGMA:.2f} eV")
print(f"V_pp_pi = {PP_PI:.2f} eV")
print(f"Anion atomic splitting = {D_A:.3f} eV")
print(f"Cation atomic splitting = {D_C:.3f} eV")
print(f"Gamma coupling V = {V:.4f} eV")
print(f"Half energy difference D = {(E_c - E_a) / 2:.4f} eV")
print(f"Root R = {G / 2:.4f} eV")
print(f"Triplet separation G = {G:.4f} eV")
print(f"Valence triplet energy without spin-orbit = {e0[1:4].mean():.4f} eV")
print(f"Anion population w_a = {w_a:.4f}")
print(f"Cation population w_c = {w_c:.4f}")
print(f"Anion contribution = {w_a * D_A:.4f} eV")
print(f"Cation contribution = {w_c * D_C:.4f} eV")
print(f"First-order splitting = {delta_1:.4f} eV = {1e3 * delta_1:.1f} meV")
print(f"Quartet shift, first order = {projected[-1]:.4f} eV")
print(f"Doublet shift, first order = {projected[0]:.4f} eV")
print(f"Splitting, full diagonalization = {delta_full:.5f} eV")
print(f"Full minus first order = {1e3 * (delta_full - delta_1):.3f} meV")
print(f"Second-order formula = {1e3 * second_order(D_A, D_C):.3f} meV")
print(f"Conduction p splitting, full = {conduction:.5f} eV")
print(f"Sum of both p splittings, full = {delta_full + conduction:.5f} eV")
print(f"Remainder ratio on halving, after 1st order = {ratio_1:.3f}")
print(f"Remainder ratio on halving, after 2nd order = {ratio_2:.3f}")
print(f"Equal-weight guess = {(D_A + D_C) / 2:.4f} eV")
print(f"Anion-only guess = {D_A:.4f} eV")
print(f"d shell: energy = {E_D:.1f} eV")
print(f"d shell: coupling to anion p = {V_PD:.2f} eV")
print(f"d shell: atomic splitting = {D_D:.2f} eV")
print(f"d shell: population w_d = {d_results[0][0]:.5f}")
print(f"d shell: direct term = {-600 * d_results[0][0] * D_D:.3f} meV")
print(f"d shell: total change = {1e3 * (d_results[0][1] - delta_1):.3f} meV")
print(f"Shallow d test (-2 eV): w_d = {d_results[1][0]:.4f}")
print(f"Shallow d test: first-order splitting = {d_results[1][1]:.4f} eV")
print(f"Intersite strength assumed = {1e3 * D_X:.1f} meV")
print(f"Intersite change of splitting = {1e3 * intersite:.2f} meV")
print(f"Change if both atomic splittings rise 10% = {100 * delta_1:.1f} meV")
print(f"Bond stretch assumed = {100 * stretch:.1f} %")
print(f"Change from bond stretch = {1e3 * thermal_shift:.3f} meV")
print(f"kT at 300 K = {1e3 * kT:.2f} meV")
print(f"Splitting / kT at 300 K = {delta_1 / kT:.2f}")
print(f"Boltzmann factor of split-off edge = {np.exp(-delta_1 / kT):.2e}")
print(f"Heavy-anion case: anion splitting = {HEAVY[0]:.2f} eV")
print(f"Heavy-anion case: cation splitting = {HEAVY[1]:.2f} eV")
print(f"Heavy-anion case: first order = {heavy_1:.4f} eV")
print(f"Heavy-anion case: full = {heavy_full:.4f} eV")
print(f"Heavy-anion case: 2nd-order = {1e3 * second_order(*HEAVY):.2f} meV")
print("OK")
```

Running it gives:

```
Anion p energy E_a = 1.00 eV
Cation p energy E_c = 3.60 eV
V_pp_sigma = 3.00 eV
V_pp_pi = -0.75 eV
Anion atomic splitting = 0.420 eV
Cation atomic splitting = 0.170 eV
Gamma coupling V = 2.0000 eV
Half energy difference D = 1.3000 eV
Root R = 2.3854 eV
Triplet separation G = 4.7707 eV
Valence triplet energy without spin-orbit = -0.0854 eV
Anion population w_a = 0.7725
Cation population w_c = 0.2275
Anion contribution = 0.3244 eV
Cation contribution = 0.0387 eV
First-order splitting = 0.3631 eV = 363.1 meV
Quartet shift, first order = 0.1210 eV
Doublet shift, first order = -0.2421 eV
Splitting, full diagonalization = 0.36387 eV
Full minus first order = 0.746 meV
Second-order formula = 0.767 meV
Conduction p splitting, full = 0.22613 eV
Sum of both p splittings, full = 0.59000 eV
Remainder ratio on halving, after 1st order = 3.989
Remainder ratio on halving, after 2nd order = 7.995
Equal-weight guess = 0.2950 eV
Anion-only guess = 0.4200 eV
d shell: energy = -18.0 eV
d shell: coupling to anion p = 1.50 eV
d shell: atomic splitting = 0.45 eV
d shell: population w_d = 0.00527
d shell: direct term = -1.422 meV
d shell: total change = -5.672 meV
Shallow d test (-2 eV): w_d = 0.1930
Shallow d test: first-order splitting = 0.2258 eV
Intersite strength assumed = 5.0 meV
Intersite change of splitting = -4.19 meV
Change if both atomic splittings rise 10% = 36.3 meV
Bond stretch assumed = 0.2 %
Change from bond stretch = 0.191 meV
kT at 300 K = 25.85 meV
Splitting / kT at 300 K = 14.05
Boltzmann factor of split-off edge = 7.94e-07
Heavy-anion case: anion splitting = 1.00 eV
Heavy-anion case: cation splitting = 0.02 eV
Heavy-anion case: first order = 0.7770 eV
Heavy-anion case: full = 0.7876 eV
Heavy-anion case: 2nd-order = 11.79 meV
OK
```
